\section*{Bias-Driven Sign Changes of Tunnel Magnetoresistance from Transfer Matrices}

\section{Symmetry and the scale of the answer}

Let $J_{\sigma\sigma'}$ be the current density from emitter band $\sigma$ to collector band $\sigma'$, each label ($\uparrow$ majority, $\downarrow$ minority) referring to that electrode's own magnetization. Spin is conserved, so parallel magnetizations connect like labels and antiparallel ones connect unlike labels:
\begin{equation}
J_P=J_{\uparrow\uparrow}+J_{\downarrow\downarrow},\quad
J_{AP}=J_{\uparrow\downarrow}+J_{\downarrow\uparrow},\quad
\mathrm{TMR}=\frac{J_P-J_{AP}}{J_{AP}}.
\label{tmr}
\end{equation}
At fixed bias this is the resistance change $(R_{AP}-R_P)/R_P$. Exchanging the two labels of either electrode reverses the sign of $J_P-J_{AP}$. If the transmission is a product of an emitter factor and a collector factor, the difference must therefore be a product of two spin asymmetries. A sign change of one of them reverses the magnetoresistance.

Dimensions fix where this can happen. A barrier with slope $F=eV/d$ and mass $m_b$ supplies one length, $1/\beta=(\hbar^2/2m_bF)^{1/3}$. Beyond the turning point an electron at the Fermi energy crosses a classically allowed layer of length $(eV-\phi)/F$. The wave at the collector thus depends on
\begin{equation}
\zeta_d=-\beta\,\frac{eV-\phi}{F}.
\label{zetad}
\end{equation}
Reversals above the barrier-height voltage $\phi/e$ must occur at particular values of $\zeta_d$, which depend also on the electrode velocities. Passing $\phi/e$ is not itself the condition.

\section{Model and barrier matrix}

Energies are measured from the emitter Fermi level. The barrier edge is $U(x)=\phi-Fx$ for $0<x<d$. Both electrodes have free mass $m$ and band bottoms at depths $E_\uparrow>E_\downarrow$ below their own Fermi level; the collector is lowered by $eV$. Energy $E$ and lateral momentum $\hbar k_\parallel$ are conserved. Define
\begin{equation}
\eta=\frac{\hbar^2}{2m},\qquad \mu=\frac{m_b}{m},\qquad
w=\eta k_\parallel^2 .
\end{equation}
In the barrier the lateral kinetic energy is $w/\mu$, so the Schr\"odinger equation reads
\begin{equation}
\psi''=-q^2\psi,\qquad q^2=\frac{\mu(E-U)-w}{\eta}.
\end{equation}
The wave function $\psi$ is taken as continuous at an interface. Integrating the kinetic term $(\psi'/m_b)'$ across it shows that $\chi=\psi'/(\text{mass ratio})$ is continuous too. In a slice of width $h$ with constant $q$,
\begin{equation}
\psi(h)=\psi_0\cos qh+\frac{\psi_0'}{q}\sin qh,\qquad \psi_0'=\mu\chi_0 .
\end{equation}
Differentiating and dividing by $\mu$ gives the second row of
\begin{equation}
\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{h}=
\begin{pmatrix}\cos qh&\mu q^{-1}\sin qh\\-q\mu^{-1}\sin qh&\cos qh\end{pmatrix}
\begin{pmatrix}\psi\\ \chi\end{pmatrix}_{0}.
\label{slice}
\end{equation}
For $q^2<0$ the entries become hyperbolic functions and stay real. The determinant is $\cos^2qh+\sin^2qh=1$. The ordered product over slices is
$M=\begin{pmatrix}A&B\\C&D\end{pmatrix}$ with $AD-BC=1$. It contains no electrode spin, so one $M$ at given $E,w$ serves all four channels.

\section{Transmission}

In the electrodes the mass ratio is one, and $v=k$ is a velocity in units of $\hbar/m$. With incident amplitude one, reflection $r$ and transmission $t$, the vectors at the two faces are $(1+r,\,iv_L(1-r))$ and $t(1,iv_R)$. Using
$M^{-1}=\begin{pmatrix}D&-B\\-C&A\end{pmatrix}$,
\begin{align}
1+r&=t(D-iBv_R),\\
1-r&=t\left(\frac{v_R}{v_L}A+\frac{i}{v_L}C\right).
\end{align}
Adding them removes $r$:
\begin{equation}
2v_L=t\left[v_LD+v_RA+i(C-Bv_Lv_R)\right].
\end{equation}
The flux ratio is $T=(v_R/v_L)|t|^2$, hence
\begin{equation}
T=\frac{4v_Lv_R}{(v_LD+v_RA)^2+(C-Bv_Lv_R)^2}.
\label{T}
\end{equation}
Seen from the other side, the barrier has $A$ and $D$ exchanged, and $v_L,v_R$ exchange roles. Equation (\ref{T}) is unchanged, so both directions have the same transmission.

\section{Opaque limit and the reversal condition}

For the linear barrier put
\begin{equation}
\zeta(x)=\frac{\beta}{F}\left(\phi-E+\frac{w}{\mu}-Fx\right),\qquad
\beta^3=\frac{\mu F}{\eta}.
\end{equation}
Then $\psi''=\beta^2\zeta\psi$, solved by $\mathrm{Ai}(\zeta)$ and $\mathrm{Bi}(\zeta)$. Because $\zeta'=-\beta$, their $\chi$ components are $-\beta\mathrm{Ai}'/\mu$ and $-\beta\mathrm{Bi}'/\mu$. Let $\Phi(x)$ hold the two solutions as columns. From $M=\Phi(d)\Phi(0)^{-1}$, with subscripts $0,d$ marking the faces,
\begin{equation}
\begin{split}
M=\frac1{\det\Phi}\Bigg[&
\begin{pmatrix}\mathrm{Ai}_d\\-\beta\mathrm{Ai}'_d/\mu\end{pmatrix}
\left(-\frac{\beta}{\mu}\mathrm{Bi}'_0,\;-\mathrm{Bi}_0\right)\\
&+\begin{pmatrix}\mathrm{Bi}_d\\-\beta\mathrm{Bi}'_d/\mu\end{pmatrix}
\left(\frac{\beta}{\mu}\mathrm{Ai}'_0,\;\mathrm{Ai}_0\right)\Bigg].
\end{split}
\end{equation}
When $\zeta_0\gg1$ and the turning point lies inside the barrier, the second term is smaller by a factor of order $\mathrm{Ai}_0/\mathrm{Bi}_0\sim e^{-2S}$, where $2S=\tfrac43\zeta_0^{3/2}$. If the turning point lies beyond the collector, $2S=\tfrac43(\zeta_0^{3/2}-\zeta_d^{3/2})$ instead, and the term is again small for an opaque barrier. Dropping this term leaves
$M\simeq\begin{pmatrix}a\\b\end{pmatrix}(c,\;g)$, or $A=ac$, $B=ag$, $C=bc$, $D=bg$. The denominator of (\ref{T}) becomes
\begin{align}
&(v_Lbg+v_Rac)^2+(bc-agv_Lv_R)^2\nonumber\\
&=v_L^2b^2g^2+v_R^2a^2c^2+b^2c^2+a^2g^2v_L^2v_R^2\nonumber\\
&=(c^2+v_L^2g^2)(b^2+v_R^2a^2),
\end{align}
because the cross terms cancel. Thus
\begin{equation}
T\simeq4\,\frac{v_L}{c^2+v_L^2g^2}\;\frac{v_R}{b^2+v_R^2a^2}.
\label{fact}
\end{equation}
Let $G_\sigma=v_\sigma/(b^2+v_\sigma^2a^2)$, with collector velocities. Over the common denominator,
\begin{align}
G_\uparrow-G_\downarrow&\propto(v_\uparrow-v_\downarrow)(b^2-v_\uparrow v_\downarrow a^2),\\
G_\uparrow+G_\downarrow&\propto(v_\uparrow+v_\downarrow)(b^2+v_\uparrow v_\downarrow a^2),
\end{align}
so the collector polarization is
\begin{equation}
P_C=\frac{v_\uparrow-v_\downarrow}{v_\uparrow+v_\downarrow}\;
\frac{b^2-v_\uparrow v_\downarrow a^2}{b^2+v_\uparrow v_\downarrow a^2}.
\label{PC}
\end{equation}
The emitter polarization $P_E$ has the same form with $b/a\to c/g$, where $|c/g|=\beta\mathrm{Bi}'_0/(\mu\mathrm{Bi}_0)$, and emitter velocities. At one $E,w$ the parallel and antiparallel sums are proportional to $1+P_EP_C$ and $1-P_EP_C$, giving
\begin{equation}
\mathrm{TMR}_{E,w}=\frac{2P_EP_C}{1-P_EP_C}.
\label{single}
\end{equation}
If $P_E$ keeps its sign, reversal occurs when
\begin{equation}
\left(\frac{\beta}{\mu}\frac{\mathrm{Ai}'(\zeta_d)}{\mathrm{Ai}(\zeta_d)}\right)^2=v_\uparrow v_\downarrow .
\label{condition}
\end{equation}
The left side diverges at each zero of $\mathrm{Ai}$ and vanishes at each extremum. Every zero is therefore flanked by two reversals, with positive $P_C$ between them.

At small bias the barrier is rectangular, and both logarithmic derivatives reduce to $\kappa/\mu$ with $\kappa^2=\mu\phi/\eta$ at $w=0$. The two polarizations are then equal and the TMR is $2P^2/(1-P^2)\ge0$. As bias grows below $\phi/e$, the decay constant at the collector falls while $v_\uparrow v_\downarrow$ rises. The first reversal can therefore come below $\phi/e$.

\section{Why the sign alternates}

Well beyond the turning point the Airy wave has phase $\theta=\tfrac23|\zeta_d|^{3/2}+\tfrac{\pi}{4}$. With local barrier velocity $s=q/\mu$ at the collector and amplitude $N$, leading-order WKB gives $a^2=N^2\sin^2\theta/s$ and $b^2=N^2s\cos^2\theta$. The collector factor is
\begin{equation}
G=\frac1{N^2}\,\frac{vs}{s^2\cos^2\theta+v^2\sin^2\theta}.
\end{equation}
At fixed $N,s,v$, substitute $u=(v/s)\tan\theta$:
\begin{equation}
\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{vs\,d\theta}{s^2\cos^2\theta+v^2\sin^2\theta}
=\frac1\pi\int_{-\infty}^{\infty}\frac{du}{1+u^2}=1 .
\end{equation}
The average does not depend on $v$. An excess of majority transmission at some phases is repaid at others, which forces $P_C$ to alternate unless $v_\uparrow=v_\downarrow$.

\section{Current and temperature}

Each spin contributes $e\int d^3k\,v_xT/(2\pi)^3$, where $v_x$ here is the true velocity. At fixed $k_\parallel$, $v_xdk_x=dE/\hbar$. Also $d^2k_\parallel=\pi\,dw/\eta=2\pi m\,dw/\hbar^2$. Subtracting the reverse flow at zero temperature leaves
\begin{equation}
J_{\sigma\sigma'}=\frac{em}{4\pi^2\hbar^3}
\int_{\max(-eV,-E_\sigma)}^0\!dE\int_0^{w_m}\!dw\;T_{\sigma\sigma'}(E,w),
\label{J}
\end{equation}
where $w_m=\min(E+E_\sigma,\;E+eV+E_{\sigma'})$ keeps both electrode waves propagating. When $w_m\le0$ the contribution is zero.

At finite temperature, for a Fermi function $f$ centred at zero,
\begin{equation}
f(E)=\int d\epsilon\,[-f'(\epsilon)]\,\Theta(\epsilon-E).
\end{equation}
The same identity holds for the collector after a shift by $eV$. The thermal current is thus the zero-temperature current with both Fermi levels moved by $\epsilon$, averaged with weight $-f'(\epsilon)$.

\section{Algorithm and error analysis}

For each bias, place Gauss points in $E$ and $w$, clustered at the ends of their ranges. Multiply midpoint slices (\ref{slice}), apply (\ref{T}) to the collector spins, and sum (\ref{J}). The small tail above $w=1.2$ eV is dropped. Scan the TMR in bias steps of 0.1 V and refine every bracketed zero. Two zeros inside one step would be missed.

The slice error follows from $dy/dx=K(x)y$, $y=(\psi,\chi)^T$. About the midpoint of a slice, $K=K_0+\xi K_1$. The constant-slice propagator is $e^{hK_0}$. The exact ordered expansion has the same first-order term, since $\int\xi\,d\xi=0$. The second-order terms linear in $K_1$ are
\begin{align}
&K_1K_0\int_{-h/2}^{h/2}\!\xi\left(\xi+\frac h2\right)d\xi
+K_0K_1\int_{-h/2}^{h/2}\!\xi\left(\frac h2-\xi\right)d\xi\nonumber\\
&=\frac{h^3}{12}(K_1K_0-K_0K_1).
\end{align}
Here
\begin{equation}
K_0=\begin{pmatrix}0&\mu\\-q^2/\mu&0\end{pmatrix},\qquad
K_1=\begin{pmatrix}0&0\\-F/\eta&0\end{pmatrix},
\end{equation}
so the leading local error is $(\beta h)^3\,\mathrm{diag}(1,-1)/12$. Over $d/h$ slices it accumulates on the scale $\beta^3dh^2/12$: the method is second order.

At 2.4 V in the example below, $F=0.60$ eV/nm and $\beta^3=0.4\times0.60/0.0381=6.3\ \mathrm{nm}^{-3}$. For 100 slices the scale is $6.3\times4\times0.04^2/12=3\times10^{-3}$. Direct Airy matching at four energies from 0 to $-0.3$ eV, for majority emission into the minority collector band, gives a largest relative error in $T$ of $4.3\times10^{-4}$. With 50 slices it is $1.73\times10^{-3}$; the ratio 4.01 agrees with second order. The measured error is below the scale partly because the growing solution in the forbidden region has $\chi/\psi=\kappa/\mu$. The matching left eigenvector of $K_0$ is $(\kappa/\mu,1)$, and its product with $\mathrm{diag}(1,-1)(1,\kappa/\mu)^T$ vanishes. The error there thus cancels only as far as the barrier slope can be neglected in $\chi/\psi$; a smaller second-order error remains.

The integrated currents were also compared with a separate $k$-space sum using Airy matching, 0.04 V on either side of the first two reversals above $\phi/e$. The largest relative channel difference was $2.6\times10^{-3}$, and the reference TMR changed sign across both intervals. If the errors of $J_P$ and $J_{AP}$ were opposite, their ratio could err by $5\times10^{-3}$. Between 2.0 and 2.4 V the TMR rises by 0.113, a mean slope of 0.28 per volt. This linear estimate gives a voltage uncertainty of at most about 0.02 V at the first of these reversals.

\section{Worked example}

Take $E_\uparrow=4.5$ eV, $E_\downarrow=0.7$ eV, $\phi=1.5$ eV, $\mu=0.4$ and $d=4$ nm. At vanishing bias and normal incidence,
\begin{equation}
\frac{\kappa^2}{\mu^2}=\frac{\phi}{\mu\eta}=\frac{1.5}{0.4\times0.0381}=98\ \mathrm{nm}^{-2},
\end{equation}
whereas $v_\uparrow v_\downarrow=\sqrt{4.5\times0.7}/0.0381=47\ \mathrm{nm}^{-2}$. Both polarizations are positive, about 0.155, and (\ref{single}) gives 4.9\%. The integrated result at 0.05 V is 6.5\%. Oblique electrons raise it: increasing $w$ increases $\kappa$, lowers $v_\uparrow v_\downarrow$, and increases the relative difference of the velocities.

The integrated TMR first changes sign at 0.72 V, below the barrier-height voltage, and is already $-7.2\%$ at 1.6 V. Between 1.5 and 3.4 V, the upper end of the scan, it changes sign at
\begin{equation}
V=2.20,\quad2.60,\quad3.09\ \mathrm{V},
\end{equation}
at fields of 5.5, 6.5 and 7.7 MV/cm. At 2.4 V, between the first two,
\begin{align}
J_P&=90.5+48.9=139.4\ \mathrm{A/cm^2},\\
J_{AP}&=71.6+62.1=133.7\ \mathrm{A/cm^2},\\
\mathrm{TMR}&=\frac{139.4-133.7}{133.7}=4.3\%.
\end{align}
At 2.8 V it is $-3.9\%$. These values carry a numerical uncertainty of about 0.1 percentage point.

For normally incident Fermi electrons between 1.55 and 3.05 V, condition (\ref{condition}) and the full matrix both give reversals at 2.08, 2.37 and 2.87 V. The WKB phase puts the first zero of $\mathrm{Ai}$ at $\theta=\pi$, or $\zeta_d=-(9\pi/8)^{2/3}=-2.32$. The first two voltages correspond to $\zeta_d=-1.96$ and $-2.71$, on either side of it. At 1.7, 2.0, 2.3 and 2.6 V the full matrix gives $P_C=-0.23$, $-0.12$, $+0.13$ and $-0.19$, while $P_E$ stays between 0.14 and 0.15. The reversals at these energies thus come from the collector.

Integration moves the reversals upward because electrons below the Fermi energy, or with lateral energy, reach the collector with less normal kinetic energy. Differentiating $2S=\tfrac43\zeta_0^{3/2}$ gives a decay energy
\begin{equation}
\Delta=\frac{F}{2\beta\sqrt{\zeta_0}}.
\end{equation}
The approximate weight $e^{-(|E|+w/\mu)/\Delta}$ has mean energy deficit $2\Delta$. At 2.2 V, $\Delta\simeq0.07$ eV. Allowing for the dependence of $\beta/F$ on bias, $2\Delta$ requires about 0.18 V of extra bias. The computed shifts of the first two reversals are 0.12 and 0.22 V. The estimate is rough: at 2.2 V the mean deficit weighted by the computed current is 0.10 eV rather than $2\Delta=0.14$ eV.

The deficit also smears the phase. Since $|d\theta/d\zeta_d|=|\zeta_d|^{1/2}$, a deficit $\Delta$ changes $\theta$ by
\begin{equation}
\frac{\beta\Delta}{F}\sqrt{|\zeta_d|}=\frac12\sqrt{\frac{|\zeta_d|}{\zeta_0}}
=\frac12\sqrt{\frac{eV-\phi}{\phi}} .
\end{equation}
At 2.4 V this is 0.39 rad, small beside the period $\pi$, so the alternation survives integration. This estimate grows with bias and does not contain the thickness; the actual spread of phases among the transmitted electrons need not be independent of thickness.

Thickness does set the voltages. With the other parameters fixed, the reversals between 1.6 and 3.4 V are 2.41 and 3.01 V for 3 nm, and 2.08, 2.38, 2.76 and 3.12 V for 5 nm. Constant $\zeta_d$ would make $(eV-\phi)(d/eV)^{2/3}$ constant. For the first reversal at 3, 4 and 5 nm this quantity is 1.05, 1.04 and 1.04 in eV and nm units. The rule is only approximate. For normally incident Fermi electrons the same quantity rises slightly with thickness, from 0.88 to 0.90 and 0.91, mainly because $\beta$ in (\ref{condition}) also changes. Integration over energy and angle raises it most for the thinnest barrier, which reverses this small trend.

\section{Physical range of the result}

The parameters are rough values for a transition-metal ferromagnet with an oxide barrier. Memory junctions use barriers nearer 1--2 nm and lower bias; 4 nm is thick for that purpose. Crystalline junctions can also have much larger TMR, because their Bloch states differ in symmetry, which free-electron bands omit. The fields approach a rough oxide breakdown value of 10 MV/cm, and at 3 nm the second reversal reaches it. The parallel state at 2.4 V dissipates $2.4\times139.4=335\ \mathrm{W/cm^2}$.

Parabolic collector bands 2--3 eV above the Fermi level are a model, not the bands of a transition metal, and loss of polarization to spin excitations is not included. With Fermi smearing alone, at 300 K the TMR at 2.4 V falls from 4.3\% to 3.4\%, and at 1.8 V it changes from $-7.9\%$ to $-7.1\%$. Mixing thicknesses of 3.8, 4.0 and 4.2 nm with weights $\tfrac14,\tfrac12,\tfrac14$ changes either zero-temperature value by less than 0.1 percentage point. Both voltages lie near extrema of the TMR, so this does not show that the TMR is equally insensitive near a reversal.

The image force matters more. With relative permittivity 3 and the lowering capped at $\phi$, the reversals between 1.6 and 3.4 V lie at 1.63, 2.24, 2.66 and 3.18 V. The first of these is uncertain by about 0.01 V from the slicing near the interfaces. The last three lie within 0.1 V of the earlier values, but this does not make them the same reversals slightly displaced. At 2.4 V the current-weighted emitter polarization $(J_{\uparrow\uparrow}+J_{\uparrow\downarrow}-J_{\downarrow\uparrow}-J_{\downarrow\downarrow})/(J_P+J_{AP})$ has gone from $+0.19$ to $-0.03$, and the corresponding collector polarization from $+0.12$ to $-0.08$: both have changed sign. The reversal just above $\phi/e$ is not the 0.72 V reversal moved steadily upward: with the cap kept at $\phi$, at a quarter of the image-force strength that reversal has come down to 0.40 V, and at half strength to about 0.23 V. The TMR at 1.8 V shrinks to $-0.7\%$ and at 2.4 V to 1.6\%. These values depend on the arbitrary cap. For caps from 0.75 to 3 eV the TMR at 2.4 V ranges from 0.1\% to 4.7\%, and at 1.8 V it lies between $-0.7\%$ and $-2.7\%$. With caps of 0.75 and 1 eV the only reversal found below 1.8 V is at 0.3 and 0.2 V respectively. The magnitude, and the pattern of reversals below 1.8 V, therefore depend strongly on the barrier shape at the interfaces, which the classical image force does not fix. A nonparabolic barrier band, with mass $m_b[1+(E-U)/E_g]$ and $E_g=7.5$ eV, gives 2.19, 2.56 and 3.00 V.

Inelastic scattering is not sized. At 2.4 V a Fermi electron travels $4(1-1.5/2.4)=1.5$ nm through the allowed part of the oxide. The standing wave requires phase coherence over this path and its reflection; without it, the reversals above $\phi/e$ derived from (\ref{condition}) lose their basis. The reversal at 0.72 V needs no such standing wave, because there the wave is still evanescent at the collector. The numerical output lists the remaining channel currents.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Band depths up, down: 4.5 0.7 eV
Barrier: 1.5 eV, 4.0 nm, mass 0.4 m_e
hbar^2/(2 m_e): 0.03810 eV nm^2
Current prefactor: 8.0916e+09 A/cm^2/eV^2
Largest T error, 50 slices: 1.73e-03
Largest T error, 100 slices: 4.31e-04
Error ratio on halving the slice: 4.01
Largest current error against k-space: 2.55e-03
Fermi electrons: V, P_emitter, P_collector, T_upup
  1.7 V +0.1480 -0.2291 5.827e-09
  2.0 V +0.1467 -0.1226 1.661e-07
  2.3 V +0.1452 +0.1256 3.128e-06
  2.6 V +0.1438 -0.1882 6.274e-06
Single-energy reversals, matrix: 2.080 2.372 2.866 V
Single-energy reversals, Airy: 2.080 2.372 2.866 V
V; J_upup J_updn J_dnup J_dndn in A/cm^2; TMR in %
  0.05 1.036e-06 7.392e-07 7.111e-07 5.084e-07 +6.51
  0.30 9.054e-06 7.348e-06 5.909e-06 4.820e-06 +4.65
  1.00 5.115e-04 5.903e-04 3.356e-04 3.893e-04 -2.71
  1.60 3.372e-02 5.006e-02 2.271e-02 3.383e-02 -7.17
  2.00 1.391e+00 2.063e+00 9.614e-01 1.422e+00 -6.97
  2.20 1.575e+01 1.531e+01 1.102e+01 1.059e+01 +0.03
  2.40 9.053e+01 7.158e+01 6.211e+01 4.891e+01 +4.30
  2.60 2.042e+02 2.108e+02 1.355e+02 1.418e+02 -0.07
  2.80 4.293e+02 5.398e+02 2.824e+02 3.607e+02 -3.92
  3.00 1.188e+03 1.307e+03 7.982e+02 8.709e+02 -2.21
  3.20 3.351e+03 2.885e+03 2.257e+03 1.911e+03 +2.35
All sign changes, 0.1 to 3.4 V: 0.717 2.199 2.597 3.086 V
  at 2.199 V: field 5.50 MV/cm, Airy argument -2.282
  at 2.597 V: field 6.49 MV/cm, Airy argument -3.205
  at 3.086 V: field 7.71 MV/cm, Airy argument -4.128
Sign changes 1.6-3.4 V, d = 3 nm: 2.412 3.005 V
Sign changes 1.6-3.4 V, d = 5 nm: 2.077 2.384 2.758 3.117 V
Thermal energy at 300 K: 0.02585 eV
Lowest TMR on grid above barrier: -7.93 % at 1.8 V
  at 300 K: -7.08 %, current ratio 1.446
  thickness spread 0.2 nm: -7.95 %
Highest TMR on grid above barrier: +4.30 % at 2.4 V
  at 300 K: +3.44 %, current ratio 1.186
  thickness spread 0.2 nm: +4.32 %
With image force (eps 3.0): 1.627 2.242 2.660 3.178 V
With nonparabolic band (gap 7.5 eV): 2.190 2.561 3.004 V
  TMR at lowest point, image: -0.71 %, nonparabolic: -9.72 %
  TMR at highest point, image: +1.55 %, nonparabolic: +4.74 %
Rough breakdown field (input): 10 MV/cm
Parallel power density at 2.4 V: 3.347e+02 W/cm^2
Hot-electron path in oxide at 2.4 V: 1.50 nm
\end{verbatim}
